Onsager, Maxwell–Stefan and Fick Coefficients of a Binary Liquid, part 2

A liquid of uncharged solute 1 and solvent 2 has uniform T and p. Species i has particle mass m_i, number density n_i, velocity v_i, partial volume v̄_i, chemical potential μ_i per particle, and mole, mass and volume fractions x_i, w_i, φ_i = n_i v̄_i. n and ρ are the total number and mass densities, V the volume, θ = k_B T, u = v1 − v2; units eV, Å, ps.

Relative to the mean velocity a1 v1 + a2 v2, fluxes are

J1^a = n1 a2 u, J2^a = −n2 a1 u, (4)

with a2 = w2 (barycentric), x2 (molar), φ2 (volume) or 1 (solvent-fixed).

Onsager coefficients: J_i = −Σ_j L_ij ∇μ_j. (1)

Maxwell–Stefan coefficient: −∇μ1 = θ x2 u/Đ. (2)

Thermodynamic factor: Γ = (x1/θ) (∂μ1/∂x1) at constant T and p. (3)

Gibbs–Duhem: n1 ∇μ1 + n2 ∇μ2 = 0. (6)

Lemma 3 (zero total momentum, I_i the summed velocities of species i):

L_ij = [1/(3Vθ)] ∫₀^∞ ⟨I_i(t)·I_j(0)⟩ dt. (7)

L12 = L21 = −(m1/m2) L11, L22 = (m1/m2)² L11. (8)

Solvent-fixed coefficient: L^s = L11 − 2 (n1/n2) L12 + (n1/n2)² L22 = L11/w2².

Đ = θ x2 L11/(n1 w2²). (14)

To relate the diffusion coefficients, it remains to prove:

(c) With D = ΓĐ, the flux of species 1 is

molar: J1^m = −n D ∇x1

barycentric: m1 J1 = −ρ D ∇w1

solvent-fixed: J1^s = −n2 D ∇(n1/n2)

volume: J1^v = −D ∇n1.

(d) For v̄2 ≠ 0, the coefficients of ∇n1 are D, (w2/φ2) D and D/φ2 in the volume, barycentric and solvent-fixed frames.

**Lemma 6.** At constant temperature and pressure, μ1 and μ2 depend on composition alone. With Γ defined by (3):

(i) ∇μ1 = θ Γ ∇x1/x1, and species 2 has the same factor, Γ = (x2/θ) ∂μ2/∂x2.

(ii) If g = x1 μ1 + x2 μ2 is the Gibbs energy per particle, then d²g/dx1² = θΓ/(x1 x2).

(iii) For N particles at fixed T and p that may exchange identity, and away from a phase transition, N⟨δx1²⟩ tends to x1 x2/Γ for large N.

**Proof.** (i) The first statement is the chain rule together with (3). The Gibbs–Duhem relation for a change of composition reads x1 dμ1 + x2 dμ2 = 0. Since dx2 = −dx1,

x1 dμ1/dx1 = −x2 dμ2/dx1 = x2 dμ2/dx2.

(ii) Differentiation of g gives dg/dx1 = μ1 − μ2 + x1 dμ1/dx1 + x2 dμ2/dx1. The last two terms cancel by Gibbs–Duhem. A second differentiation, with (i), gives

d²g/dx1² = θΓ/x1 + θΓ/x2 = θΓ/(x1 x2),

because 1/x1 + 1/x2 = 1/(x1 x2).

(iii) Let a bias Δ favour species 1, chosen so that the most probable composition is x1. The probability of a composition is proportional to exp{−[N g(x1) − Δ N x1]/θ}. The linear term vanishes at the maximum. To leading order in 1/N the distribution is Gaussian, with exponent −N (d²g/dx1²) δx1²/(2θ). Its variance is

⟨δx1²⟩ = θ/(N d²g/dx1²) = x1 x2/(NΓ). ∎

When the chemical potential is written μ1 = μ1⁰ + θ ln(γ1 x1), with activity coefficient γ1, the definition gives Γ = 1 + d ln γ1/d ln x1. An ideal mixture has Γ = 1. A value below 1 means that composition fluctuations are larger than in an ideal mixture and that a given composition gradient produces a weaker driving force. By (ii), local stability against demixing requires Γ > 0.

### Proof of part (c)

Insert (i) into the Maxwell–Stefan relation:

u = −[Đ/(x2 θ)] θΓ ∇x1/x1 = −D ∇x1/(x1 x2), D = ΓĐ. (15)

Each flux now follows from the factor a2 and a change of composition variable.

**Molar frame.** J1^m = n1 x2 u = n x1 x2 u = −n D ∇x1.

**Barycentric frame.** With M = m1 x1 + m2 x2, the mass fraction is w1 = m1 x1/M. Since dM/dx1 = m1 − m2,

dw1/dx1 = m1 [M − x1 (m1 − m2)]/M² = m1 m2/M².

The bracket was reduced using M − m1 x1 + m2 x1 = m2 (x2 + x1) = m2. Because w1 w2 = m1 m2 x1 x2/M², this means

∇w1 = [w1 w2/(x1 x2)] ∇x1.

The mass flux is m1 J1 = m1 n1 w2 u = ρ w1 w2 u, and (15) gives m1 J1 = −ρ D ∇w1.

**Solvent-fixed frame.** The ratio n1/n2 equals x1/x2, and

∇(x1/x2) = [(x2 + x1)/x2²] ∇x1 = ∇x1/x2².

The flux is J1^s = n1 u = −(n/x2) D ∇x1. Since n2/x2² = n/x2, this is J1^s = −n2 D ∇(n1/n2).

**Volume frame.** The volume per particle is v = 1/n = x1 v̄1 + x2 v̄2. The volume obeys its own relation of Gibbs–Duhem type, x1 dv̄1 + x2 dv̄2 = 0, for the same reason as the Gibbs energy: V is proportional to the amount of liquid. Hence dv/dx1 = v̄1 − v̄2. With n1 = x1/v,

dn1/dx1 = [v − x1 (v̄1 − v̄2)]/v² = n² v̄2, (16)

where v − x1 v̄1 + x1 v̄2 = (x2 + x1) v̄2 = v̄2 was used. The flux is

J1^v = n1 φ2 u = n1 n2 v̄2 u = −n² v̄2 D ∇x1 = −D ∇n1.

Equation (16) holds for composition-dependent partial volumes, so this form of the flux does too. ∎

The same D appears in all four laws because each flux is paired with its own measure of composition: mole fraction, mass fraction, solute per solvent, or number density. The frame has been absorbed into the choice of variable.

### Proof of part (d)

The fluxes in the barycentric, solvent-fixed and volume frames are n1 w2 u, n1 u and n1 φ2 u. Relative to the volume frame their ratios are

J1/J1^v = w2/φ2, J1^s/J1^v = 1/φ2.

Since J1^v = −D ∇n1,

J1 = −(w2/φ2) D ∇n1, J1^s = −(1/φ2) D ∇n1. (17)

This completes the proof of the theorem. ∎

The division by φ2 = n2 v̄2 requires v̄2 ≠ 0. Where v̄2 passes through zero, (16) shows that n1 is stationary with respect to composition, and the coefficients in (17) diverge. Where v̄2 is negative they are negative, although D is positive. The barycentric and solvent-fixed forms in part (c) are free of this difficulty.

As x1 → 0, both w2 and φ2 tend to 1 and Γ tends to 1, provided γ1 varies smoothly with x1 and has a finite, non-zero limit. The coefficients in (17), D and Đ then coincide. At finite concentration a diffusion coefficient quoted for ∇n1 has a definite meaning once its frame is stated.

### Corollary: decay of a composition wave

A weak composition wave of wavenumber k decays at the rate D k², to first order in its amplitude.

**Proof.** Let v_v be the volume-frame velocity, so that n1 v1 = J1^v + n1 v_v. Take first the case of constant partial volumes. Multiply each continuity equation ∂n_i/∂t = −∇·(n_i v_i) by v̄_i and add. Since n1 v̄1 + n2 v̄2 = 1, the left side is zero, and the right side is −∇·v_v. In one dimension v_v is then uniform, and it vanishes in a suitable laboratory frame. What remains is

∂n1/∂t = −∇·J1^v = ∇·(D ∇n1).

To first order D is a constant, and a cosine of wavenumber k decays as exp(−D k² t).

If the partial volumes depend on composition, the left side of the sum still vanishes, because Σ_i n_i dv̄_i = 0 and Σ_i n_i v̄_i = 1. The right side gains the term Σ_i n_i v_i·∇v̄_i. The part of v_i common to both species drops out for the same reason. What is left is a product of u and ∇v̄_i, which is of second order in the amplitude. ∎

**Where the result fails.** As a mixture approaches the limit of local stability, Γ tends to zero. If Đ stays finite, D tends to zero with it. The free energy of a non-uniform liquid then needs terms in the gradient of the composition, which (3) omits, and local Fick's law is insufficient even for fairly long waves. Charged species require an electric force in (2). With three or more species there are several independent relative velocities, and a matrix replaces the single number Γ.

### Worked example

**The model.** The example uses round model parameters and represents no particular liquid. It has N1 = 6 and N2 = 24 particles, with θ = 0.025 eV, masses of 60 and 20 u, and constant partial volumes of 60 and 30 Å³. The box volume is 6 × 60 + 24 × 30 = 1080 Å³, and

x1 = 0.2, x2 = 0.8

w1 = 0.4286, w2 = 0.5714

φ1 = 0.3333, φ2 = 0.6667

n1 = 0.005556 Å⁻³, n2 = 0.02222 Å⁻³.

Each pair of particles a, b exerts a mutual friction −ζ_ab (v_a − v_b), accompanied by thermal noise that also conserves momentum. For unlike pairs ζ = g12/N with g12 = 0.1 eV ps/Å². The like–like values are g11 = 0.2 and g22 = 0.05 in the same unit. These dynamics are stochastic, whereas Lemma 3 was proved for deterministic motion. The correlation formula is therefore checked here against an independent calculation of the drift under applied forces.

**Decay of the relative velocity.** Let U be the difference of the mean velocities of the two species. In the sum over all particles of one species the like–like frictions cancel in pairs. Apart from noise, the mean velocity of species 1 changes at the rate −(x2 g12/m1) U, and that of species 2 at the rate +(x1 g12/m2) U. Thus U decays at the rate

λ = g12 (x2/m1 + x1/m2).

In model units m1 = 6.2186 × 10⁻³ and m2 = 2.0729 × 10⁻³ eV ps²/Å², so

λ = 0.1 × (128.6 + 96.5) = 22.5 ps⁻¹, 1/λ = 0.0444 ps.

**The Onsager coefficient.** By (4), the barycentric current of species 1 is I1 = N1 w2 U. The mean velocities of the two species have thermal variances θ/(N1 m1) and θ/(N2 m2) per Cartesian component. Removing the barycentric motion does not affect their difference, so

⟨U²⟩ = θ [1/(N1 m1) + 1/(N2 m2)] = 0.025 × (26.80 + 20.10) = 1.173 Å²/ps²,

⟨I1²⟩ = (6 × 0.5714)² × 1.173 = 13.78 Å²/ps².

The time integral of an exponential correlation is its initial value times its decay time. For one Cartesian component,

L11 = ⟨I1²⟩/(λVθ) = 13.78 × 0.04442/(1080 × 0.025) = 0.02268 (eV Å ps)⁻¹.

The other entries are L12 = −3 L11 = −0.06803 and L22 = 9 L11 = 0.2041 in the same unit, because m1/m2 = 3.

**Change of frame.** With n1/n2 = 0.25,

L^s = 0.02268 + 2 × 0.25 × 0.06803 + 0.0625 × 0.2041 = 0.0694 (eV Å ps)⁻¹.

This agrees with L11/w2² = 0.02268/0.3265.

**The Maxwell–Stefan coefficient.** From (14),

Đ = 0.025 × 0.8 × 0.02268/(0.005556 × 0.3265) = 0.250 Å²/ps = 2.50 × 10⁻⁹ m²/s.

The force balance gives the same value independently. A steady force F1 on each solute particle is balanced by N2 (g12/N) u = x2 g12 u. Comparison with (2) gives Đ = θ/g12 = 0.25 Å²/ps. If L11 were read as a solvent-fixed coefficient, the result would be w2² Đ = 0.082 Å²/ps, about one third of the correct value.

The numerical check tests the correlation route against the driven drift, also with pair frictions varied irregularly by up to 80 per cent of their values. For one random draw of these frictions both routes give 0.2498 Å²/ps. The value itself depends on the draw and scatters by about 0.01 Å²/ps from one draw to another, and with irregular frictions the like–like values also affect Đ slightly. It further tests that, with uniform species frictions, a fivefold increase of the like–like friction leaves Đ unchanged. In the same change the self-diffusion coefficients, taken as the time integral of one particle's velocity correlation, fall from 0.1906 to 0.0914 Å²/ps for species 1 and from 0.4089 to 0.1185 Å²/ps for species 2. These values belong to the box of 30 particles at zero total momentum. Unlike Đ in this model, they change with the number of particles, because each particle's velocity contains a share of the mean velocity of its species. With uniform species frictions, then, self-diffusion responds to like–like friction that plays no part in interdiffusion.

**The thermodynamic factor.** The particles of the friction model have no potential energy and by themselves would mix ideally, with Γ = 1. The free energy of mixing is therefore prescribed separately, as are the partial volumes. It is that of a regular solution, a mean-field model:

G = θ [N1 ln x1 + N2 ln x2] + W N1 N2/N, W = 0.04 eV.

Terms linear in N1 and N2 have been dropped, since they do not affect Γ. In the derivative with respect to N1, the first part gives θ ln x1, because the contributions from the changing fractions are θ (1 − x1 − x2) = 0. The second part gives W x2 (1 − x1) = W x2². Hence

μ1 = θ ln x1 + W x2²,

Γ = 1 − 2W x1 x2/θ = 1 − 2 × 1.6 × 0.16 = 0.488.

The product x1 x2 is at most 1/4, so Γ ≥ 0.2 at this temperature and the mixture is stable at every composition. An explicit sum over the compositions of 200000 particles gives N⟨δx1²⟩ = 0.3279, and thus Γ = 0.16/0.3279 = 0.488, in agreement with Lemma 6.

**The Fick coefficient.**

D = 0.488 × 0.250 = 0.122 Å²/ps = 1.22 × 10⁻⁹ m²/s.

The coefficients of ∇n1 are

barycentric: (0.5714/0.6667) × 0.122 = 0.105 Å²/ps

solvent-fixed: 0.122/0.6667 = 0.183 Å²/ps.

They differ by a factor of 1.75, although they describe the same motion.

For a composition wave of length 200 Å, k = 2π/200 = 0.0314 Å⁻¹ and D k² = 1.204 × 10⁻⁴ ps⁻¹, a decay time of about 8 ns. The program obtains the same rate from the fluxes given by the full Onsager matrix. The decay time exceeds the 0.044 ps relaxation time of the relative velocity by about five orders of magnitude, so the neglect of inertia is justified here.

**Fluxes for a given gradient.** Let x1 increase by 10⁻³ per Å along some direction. Then

∇μ1 = 0.025 × 0.488 × 10⁻³/0.2 = 6.10 × 10⁻⁵ eV/Å,

∇μ2 = −(x1/x2) ∇μ1 = −1.525 × 10⁻⁵ eV/Å.

The barycentric flux of the solute is

J1 = −(0.02268 × 6.10 × 10⁻⁵ + 0.06803 × 1.525 × 10⁻⁵) = −2.42 × 10⁻⁶ Å⁻² ps⁻¹.

The second term is positive inside the bracket because L12 and ∇μ2 are both negative. It supplies 43 per cent of the flux, the fraction w1. The solvent flux is J2 = +7.26 × 10⁻⁶ Å⁻² ps⁻¹, three times as large and opposite, so that the mass fluxes cancel. In the other two frames

J1^s = J1/w2 = −4.24 × 10⁻⁶ Å⁻² ps⁻¹,

J1^v = φ2 J1^s = −2.82 × 10⁻⁶ Å⁻² ps⁻¹.

All of these follow from one relative velocity, u = −0.122 × 10⁻³/0.16 = −7.6 × 10⁻⁴ Å/ps. The negative sign means that the solute moves, relative to the solvent, towards lower solute concentration.

Table of computed values

```
thermal energy kT = 0.025 eV
mixing energy W = 0.040 eV
particles N1, N2 = 6, 24
masses m1, m2 = 60, 20 u
masses m1, m2 = 6.2186e-03, 2.0729e-03 eV ps^2/A^2
partial volumes = 60, 30 A^3
frictions g11, g12, g22 = 0.2, 0.1, 0.05 eV ps/A^2
mole fractions x1, x2 = 0.2000, 0.8000
mass fractions w1, w2 = 0.4286, 0.5714
volume fractions phi1, phi2 = 0.3333, 0.6667
box volume = 1080 A^3
densities n1, n2 = 0.005556, 0.022222 A^-3
variance of barycentric current 1 = 13.7836 A^2/ps^2
relaxation time of current 1 = 0.04442 ps
barycentric L11 = 0.022676 1/(eV A ps)
barycentric L12 = -0.068027 1/(eV A ps)
barycentric L22 = 0.204082 1/(eV A ps)
solvent-fixed L = 0.069444 1/(eV A ps)
Maxwell-Stefan D from Green-Kubo = 0.250000 A^2/ps
Maxwell-Stefan D from drift = 0.250000 A^2/ps
Maxwell-Stefan D = 2.5000e-09 m^2/s
D if L11 is misread as solvent-fixed = 0.081633 A^2/ps
irregular friction, D Green-Kubo = 0.249803 A^2/ps
irregular friction, D drift = 0.249803 A^2/ps
self-diffusion 1, 2 = 0.1906, 0.4089 A^2/ps
like-like friction x5: self-diffusion 1, 2 = 0.0914, 0.1185 A^2/ps
like-like friction x5: Maxwell-Stefan D = 0.250000 A^2/ps
thermodynamic factor Gamma = 0.48800
particles in fluctuation sum = 200000
N <dx1^2> from fluctuation sum = 0.32788
Gamma from fluctuation sum = 0.48799
Fick D = 0.122000 A^2/ps
Fick D = 1.2200e-09 m^2/s
coefficient of grad n1, barycentric = 0.104571 A^2/ps
coefficient of grad n1, solvent-fixed = 0.183000 A^2/ps
wave length = 200 A
wave decay rate from Onsager fluxes = 1.20409e-04 1/ps
D k^2 = 1.20409e-04 1/ps
chosen gradient of x1 = 1.0e-03 1/A
grad mu1, grad mu2 = 6.1000e-05, -1.5250e-05 eV/A
relative velocity v1-v2 = -7.6250e-04 A/ps
barycentric flux 1 = -2.4206e-06 1/(A^2 ps)
barycentric flux 2 = 7.2619e-06 1/(A^2 ps)
volume-frame flux 1 = -2.8241e-06 1/(A^2 ps)
solvent-fixed flux 1 = -4.2361e-06 1/(A^2 ps)
```
